When Polymer Chains in Nanopores Toughen Organosilicate Glass

THE DECISION

A cracking calculation for a porous organosilicate film compares the energy released per area of crack growth with the toughness G_c of the film. If the pores have been filled with polymer, one must decide whether to enter the toughness of the glass skeleton alone or to add the work spent on chains that bridge the crack. In the example below the two choices are 2.0 and 2.8 J/m². The larger value is justified if chains span the crack plane, grip the pore walls, slide out before they break, and if the crack has grown and opened far enough for the oldest bridges to have let go.

Each contribution is isolated here and then weighed. Energies are per area of crack plane, and δ is the full opening between the two crack faces.

1. WHAT THE BRIDGES ADD TO THE ENERGY BALANCE

Let a crack advance steadily, so that the pattern of stress and opening travels with its tip. The bridges exert a closing traction σ(δ), which at the given crack speed depends on the local opening. Let x be the distance behind the tip. When the tip advances by da, a material point at x sees its opening grow by (dδ/dx) da. Per unit width of crack front, the work done on the bridges is therefore

da ∫ σ(δ) (dδ/dx) dx = da ∫₀^{δc} σ(δ) dδ,

where δc is the opening at which the last bridge lets go. The supply is G da, and the skeleton consumes G_tip da at the tip. The elastic energy of the travelling pattern does not change, so

G_c = G_tip + W,  W = ∫₀^{δc} σ(δ) dδ.  (1)

Energy stored in stretched bridges belongs to the travelling pattern as well. In the steady state the whole integral is therefore dissipated, whatever part of it was stored for a while. Equation (1) assumes that the layers are elastic outside the crack plane. Using the G_tip of the unfilled film assumes further that filling leaves the fracture of the skeleton unchanged.

Before the steady state is reached, the integral is incomplete. A double cantilever with a pure moment M per width on each arm shows this explicitly. Let each arm have bending stiffness EI per width and deflection w, so that δ = 2w. The bridges pull the arms together:

EI w'''' = −σ(2w).

Multiply by w'. The left side is a total derivative, because

(w' w''' − w''²/2)' = w'' w''' + w' w'''' − w'' w''' = w' w''''.

The right side becomes −σ w' = −(1/2) σ dδ/dx. Integrate from the tip, where w' = 0, to the oldest bridge, where the opening is δ_e. Beyond it the arm carries a pure moment, so w''' = 0 there:

(EI/2) [w''(0)² − w''(e)²] = −(1/2) ∫₀^{δ_e} σ dδ.

With M = EI w''(e), this is

M²/EI = EI w''(0)² + ∫₀^{δ_e} σ dδ.  (2)

The left side is the energy release rate of the loading. Lengthening each arm by da under constant moment lets the load do work M²da/EI, of which half is stored in bending; the two remaining halves add up to M²da/EI. The first term on the right is G_tip. To close the crack by da, the root of each arm must be turned back through the angle w''(0) da against a moment that rises to EI w''(0), which costs (1/2) EI w''(0)² da per arm.

Equation (2) has the form of (1) with the upper limit δ_e in place of δc. The resistance thus rises as the crack grows and levels off when δ_e reaches δc.

2. WHAT ONE CHAIN DISSIPATES

A chain crosses the crack plane once, and its two parts lie in pores on either side. Friction with the pore walls resists sliding with a force τ per embedded contour length. The shorter part, of contour length ℓ, can hold at most τℓ, which is less than the longer part can hold, so the shorter part slides.

Let the strand across the gap be taut, straight and, for now, inextensible. At opening δ a contour length δ has left the pore, and ℓ − δ remains:

f = τ(ℓ − δ) for δ < ℓ, and f = 0 afterwards.

The coiled shape of the embedded part is left out: the chain is assumed to slide along its own contour, with a friction that does not depend on its tension. Where a taut chain bends around a pore wall, the added pressure could raise the friction. The work is

∫₀^ℓ τ(ℓ − δ) dδ = τℓ²/2.

The heat can be counted separately. An element ds that starts at contour distance s from the pore mouth slides a distance s before it leaves, and it rubs off the heat τ s ds. The sum over the part is ∫₀^ℓ τ s ds = τℓ²/2. The area under the force curve is thus the frictional heat.

3. FROM ONE CHAIN TO A TRACTION

Let n chains per area bridge the plane, each of contour length L, and let the crossing point be uniformly distributed along the contour. The shorter part is then uniform between 0 and L/2, with probability density 2/L. At opening δ, parts longer than δ still hold:

σ(δ) = n (2/L) ∫_δ^{L/2} τ(ℓ − δ) dℓ = nτ(L/2 − δ)²/L.  (3)

The traction starts at nτL/4 and vanishes at δc = L/2. Its integral is

W = (nτ/L) · (1/3)(L/2)³ = nτL²/24.  (4)

Two factors of L appear because a longer part pulls harder and also pulls over a longer distance.

4. HOW MANY CHAINS BRIDGE

A film of porosity p, completely filled with polymer of density ρ and molar mass M (from here on M is no longer a moment), contains

ν = pρN_A/M

chains per volume. Count a chain as a bridge if its ends lie on opposite sides of the crack plane. A chain whose ends are separated by R_z along the normal does so if its first end lies within a layer of thickness |R_z| next to the plane. Hence n = ν⟨|R_z|⟩.

For an ideal coil of root-mean-square end-to-end distance R, the component R_z is Gaussian with variance R²/3. The mean magnitude of a Gaussian variable is √(2/π) times its standard deviation, so

n = νR√(2/(3π)).  (5)

The ideal size is an assumption. A coil wider than a pore can keep it if the pores are connected and the chain threads several of them. Chains confined to closed pores smaller than this would bridge less.

At fixed filling and friction, ν varies as 1/M, R as M^{1/2} and L as M. Therefore n varies as M^{−1/2} and

W ∝ M^{3/2}.

This distinguishes bridging from the mere presence of polymer: the same volume of shorter chains supplies more bridges but much less work.

5. THE NUMBERS

The example is polystyrene of M = 60 kg/mol in a film of 50 % porosity, with connected pores about 7 nm wide. The polymer density is 1.05 g/cm³. A monomer of 104.15 g/mol contributes 0.25 nm of contour, and R²/M = 4.3 nm² per kg/mol. These are rough typical values. The friction, 6 pN per monomer, and the scission force, f_b = 2.5 nN, are chosen round values. The skeleton is given G_tip = 2.0 J/m².

The chain has 576 monomers, so L = 144 nm, and R = 16 nm. The friction per length is τ = 6/0.25 = 24 pN/nm. With ν = 0.00527 nm⁻³ and ⟨|R_z|⟩ = 7.40 nm,

n = 0.00527 × 7.40 = 0.0390 nm⁻².

Since 1 pN/nm² is 1 MPa, the initial traction is

σ(0) = 0.0390 × 24 × 144/4 ≈ 34 MPa.

It falls to zero at δc = 72 nm. Since 1 pN/nm is 0.001 J/m², the pull-out work is

W = 0.0390 × 24 × 144²/24 ≈ 810 pN/nm = 0.81 J/m².

The steady toughness is 2.00 + 0.81 = 2.81 J/m², a gain of 40 % over the assumed skeleton value. The largest chain force, τL/2 = 1.73 nN, lies below f_b, so at constant friction pull-out is consistent with the assumed strength.

Two comparisons show what the length of the chains does. At 6 kg/mol, with the same filling and friction, W is 0.026 J/m², about 32 times less. And if the polymer were merely separated along new surfaces, a rough surface energy of 0.04 J/m² on two faces over half the area would cost 2 × 0.04 × 0.5 = 0.04 J/m². Within this model most of the gain therefore comes from the sliding of long chains. The comparison does not cover plastic flow of the polymer or a change in the skeleton itself.

6. WHAT SCISSION TAKES AWAY

A part longer than ℓ_b = f_b/τ would need more than the scission force to slide, so the chain breaks. If L > 2ℓ_b, and if the small work done before breaking is left aside, the integral over ℓ stops at ℓ_b:

W = n (2/L) ∫₀^{ℓ_b} (τℓ²/2) dℓ = nτℓ_b³/(3L).  (6)

At L = 2ℓ_b, equations (4) and (6) both give nτℓ_b²/6. Beyond that length, n/L makes W fall as M^{−3/2} at fixed filling. The model thus has an optimum chain length, L = 2ℓ_b.

Here ℓ_b = 2500/24 = 104 nm, and the optimum molar mass is 87 kg/mol, where W = 1.40 J/m². At twice that mass half of the bridging chains break, and the pull-out work is 0.50 J/m². The sharp peak belongs to a single scission force and a single chain length; a spread in either would round it.

Stronger grip helps until chains begin to break. At fixed chain length below the optimum, W is proportional to τ. If the chain length is readjusted to the optimum each time, the best value is W = n f_b²/(6τ). Since n varies as M^{−1/2}, hence as (τ/f_b)^{1/2} at the optimum, the best W varies as f_b^{3/2} τ^{−1/2}. A surface treatment that raises friction then calls for shorter chains and lowers the attainable maximum.

A broken chain does some work before it fails. Let K be the force per unit strain of the chain. Under a force f at the crack plane, the tension falls as f − τs along the embedded part and vanishes at s = f/τ. Each side stretches by

∫₀^{f/τ} (f − τs)/K ds = f²/(2Kτ),

and the two sides together by f²/(Kτ). The work up to scission is

∫₀^{f_b} f · (2f/(Kτ)) df = 2f_b³/(3Kτ).  (7)

With a rough K = 40 nN, broken chains add 0.12 J/m² at twice the optimum mass, a quarter of the pull-out work there. For long chains this term falls only as M^{−1/2}, so the total decays more slowly than M^{−3/2}; the optimum stays at L = 2ℓ_b. For chains that slide out, the same expression taken at force f and divided by f²/(2τ) gives 4f/(3K). For the longest part in the 60 kg/mol example this is 6 %. It gives only a scale for the neglected stretching and should not simply be added to W, since part of the stretch is recovered during sliding.

7. WHAT ONE STRAND PER CHAIN LEAVES OUT

A coil wanders back and forth across the crack plane. To size this, 30,000 random walks were generated with 80 segments each, the number that reproduces both L and R. Each bridging chain crossed the plane 4.9 times on average, not once.

If the middle crossing is the one that finally holds, the average of ℓ², and with it W, agrees with the uniform assumption to within 1 %. If the first crossing counted from one end holds, W is multiplied by 0.78. These factors concern the position of the holding strand. They do not include the friction of the loops between crossings, loops hooked around pore walls, or chains that cross and return with both ends on one side. All of these could add traction, so the single strand remains an idealisation.

8. WHAT CRACK SPEED CHANGES

The value of τ belongs to one sliding speed. Suppose that a chain unit of length a advances by thermally activated jumps of length a over a barrier midway. The force on it is τa, and the difference between forward and backward jumps makes the speed proportional to sinh(τa²/(2k_BT)). Sliding ten times faster then raises friction by the factor r that solves

sinh(rA) = 10 sinh(A),  A = τa²/(2k_BT).

At 298 K, if the unit is a statistical segment of length R²/L = 1.79 nm, then r = 1.25. If it is a single monomer, r = 7.5. The size of the unit is not settled by this model, and the consequences differ sharply. At M = 60 kg/mol, chains begin to break when τL/2 = f_b, that is, when friction rises by a factor of 2.50/1.73 = 1.45. In the first case no chain breaks and W rises by a quarter, to about 1.0 J/m². In the second, τ = 180 pN/nm, and (6) with ℓ_b = f_b/τ gives

W = n f_b³/(3τ²L) = 0.0390 × 2500³/(3 × 180² × 144) ≈ 44 pN/nm,

or 0.04 J/m². The work (7) of the broken chains, about four fifths of the total number, adds a similar amount. With friction raised uniformly, the bridging contribution would drop from 0.81 to about 0.09 J/m². This is far larger than the corrections for chain stretching (section 6) and for the position of the holding strand (section 7). The jump law has no threshold, so under it the longer part slides as well. At constant opening speed this changes W by only about 5 % at the reference speed. For the monomer unit, however, it lowers σ(0) to about 22 MPa and extends δc to nearly L, so (3) and the lengths of section 9 no longer describe that case.

Sliding speed also varies within one bridged zone. If the opening grows as the square root of the distance behind the tip (section 9), then at fixed crack speed dδ/dt varies as 1/δ. Sliding at an opening of 3 nm is thus six times faster than at 18 nm, and the same jump model gives friction ratios of 1.19 for the statistical segment and 5.2 for the monomer. A constant τ in (3) is therefore a fair approximation only in the first case. In the second, with τ the friction at 18 nm, a rigid chain whose shorter part slid at the full opening speed would exceed f_b at 3 nm whenever more than 2500/(5.2 × 24) = 20 nm is still embedded. This overstates the force, because at such small openings the chain stretches (section 6) and both parts take up the motion. When the jump model is solved along an elastic chain with K = 40 nN, the force peaks at about 2.2 nN for a 15 nm part and levels off just under 2.5 nN for parts longer than about 40 nm. With the values chosen here no chain quite breaks and W is about 1.1 J/m². The margin is thin, however: a scission force 5 % lower would break every part longer than about 27 nm near the tip.

9. HOW FAR THE CRACK MUST GROW

The opening near a crack tip has the form B√x, while the stress ahead of the tip is K_I/√(2πx), with K_I² = E'G and E' the plane-strain modulus. The coefficient B follows from the work needed to close a short length Δ:

GΔ = (1/2) ∫₀^Δ [K_I/√(2πx)] B√(Δ − x) dx = K_I B πΔ/(4√(2π)),

because the integral of √((Δ − x)/x) from 0 to Δ is πΔ/2. Inserting G = K_I²/E' gives B = 8K_I/(E'√(2π)). Setting B√x = δc and solving for x,

x = πE'δc²/(32G).  (8)

With G = 2.81 J/m², x is 1.4 μm for a film modulus of 8 GPa and 29 μm for a silicon modulus of 160 GPa. The silicon value applies to a thin film between silicon arms once x greatly exceeds the film thickness. Closing tractions reduce the opening at a given load, so both lengths are underestimates within this elastic picture; solving for the opening with the traction (3) included gives 1.5 and 30 μm.

Integrating (3) up to δ_e gives the share of W already available:

1 − (1 − δ_e/δc)³.

After 5 μm of growth between silicon arms the estimated opening is 30 nm and the share is 0.80; both are somewhat too high, because the closing tractions were left out and the steady G was used; with the tractions included they are 27.5 nm and 0.76. A millimetre-scale test crack between silicon arms can therefore show the full W, while one that has grown by only a few micrometres has to be assigned less. A crack that channels through a thin film on a substrate is different: the film thickness limits its opening, so part of W may remain unavailable however long the crack becomes.

10. THE MODEL BESIDE A REAL FILM

Organosilicate films with nanometre pores can be filled with polystyrene, and toughness of a few J/m² is the right rough size for such glasses. A porosity of 50 % and pores of 7 nm are, however, well above what is typical of interlayer films in production, and 8 GPa is high for so porous a skeleton. At fixed n/p, W is proportional to porosity; in much narrower pores the ideal coil size and the friction value would both be in doubt. In a filled 7 nm pore only about a quarter to a half of the monomers lie next to the wall, so τ is largely friction against other chains of glassy polymer. The initial traction of 34 MPa is 67 MPa on the polymer area, of the order of the stress at which bulk glassy polystyrene crazes or yields, so plastic flow may compete with pull-out. Among the simplifications sized in sections 6 to 8, constant friction matters most: a tenfold rise in speed, with friction raised uniformly along the zone, moved the bridging work from 0.81 to about 1.0 J/m² for one jumping unit and to about 0.09 J/m² for the other. Polystyrene also softens near 100 °C and does not survive processing near 400 °C, so the example describes a finished film near room temperature.

Filling has an electrical price. For a mixture of skeleton (relative permittivity 3.0) and pore content k_p, the effective-medium condition

(1 − p)(3.0 − k)/(3.0 + 2k) + p(k_p − k)/(k_p + 2k) = 0

gives k = 1.82 for empty pores and k = 2.80 for pores filled with polymer of k_p = 2.6. At this porosity the gain of 0.81 J/m² is bought with most of the reduction in permittivity for which the pores were made.
